# Estimating the spectral function at zero frequency from G(β/2)

## Problem

A fermion is created by \(c^\dagger\) in one orbital of a system in thermal equilibrium. The Hamiltonian \(H\), which may contain interactions, includes the term \(-\mu N\), so energies are measured from the chemical potential. With \(\hbar=k_B=1\), \(T\) is an energy and \(\beta=1/T\). For \(0<\tau<\beta\) define

\[
G(\tau)=-\langle c(\tau)c^\dagger\rangle ,\qquad c(\tau)=e^{\tau H}c\,e^{-\tau H},\qquad \langle X\rangle=\frac{1}{Z}\mathrm{Tr}\,(e^{-\beta H}X),
\]

where \(Z=\mathrm{Tr}\,e^{-\beta H}\). Let \(A(\omega)\) be the corresponding spectral function.

(a) Show that \(\tilde A\equiv-\beta G(\beta/2)/\pi\) is an average of \(A(\omega)\) with a weight proportional to \(1/\cosh(\beta\omega/2)\), and find the width of this window.

(b) Bound the error of \(\tilde A\) as an estimate of \(A(0)\), and say what must be assumed about \(A\).

(c) Evaluate the estimate and its error for a resonant level of half-width \(\Gamma=0.10\) eV centred at \(\varepsilon=0.02\) eV, at several temperatures. Then consider a semicircular band and a gapped spectrum.

## Solution

### (a) The average

Let \(H|n\rangle=E_n|n\rangle\). Inserting a complete set of states between \(c(\tau)\) and \(c^\dagger\) gives

\[
G(\tau)=-\frac1Z\sum_{mn}e^{-\beta E_m}e^{-\tau(E_n-E_m)}|\langle m|c|n\rangle|^2 .
\]

The spectral function collects the same matrix elements:

\[
A(\omega)=\frac1Z\sum_{mn}\left(e^{-\beta E_m}+e^{-\beta E_n}\right)|\langle m|c|n\rangle|^2\,\delta(\omega-E_n+E_m).
\]

The first exponential belongs to adding a particle and the second to removing one. Every term is non-negative, so \(A\ge0\). The total weight is \(\int A\,d\omega=\langle cc^\dagger+c^\dagger c\rangle=1\).

At \(\omega=E_n-E_m\) we have \(e^{-\beta E_n}=e^{-\beta E_m}e^{-\beta\omega}\). The bracket in \(A\) is therefore \(e^{-\beta E_m}(1+e^{-\beta\omega})\), while \(G\) contains \(e^{-\beta E_m}\) alone. Dividing by the extra factor,

\[
G(\tau)=-\int_{-\infty}^{\infty}d\omega\,A(\omega)\frac{e^{-\tau\omega}}{1+e^{-\beta\omega}} .
\]

At \(\tau=\beta/2\), multiply numerator and denominator by \(e^{\beta\omega/2}\). The fraction becomes \(1/(e^{\beta\omega/2}+e^{-\beta\omega/2})=1/[2\cosh(\beta\omega/2)]\). Multiplication by \(-\beta/\pi\) then gives

\[
\boxed{\tilde A=\int_{-\infty}^{\infty}d\omega\,K(\omega)A(\omega),\qquad K(\omega)=\frac{\beta}{2\pi\cosh(\beta\omega/2)} .}
\]

For this to be an average, \(K\) must have unit area. Put \(\omega=2Tu\), so that \(K\,d\omega=du/(\pi\cosh u)\), and consider

\[
J(a)=\int_{-\infty}^{\infty}\frac{e^{au}}{\cosh u}\,du,\qquad |a|<1 .
\]

Integrate the same function around the rectangle with corners \(\pm R\) and \(\pm R+i\pi\). The vertical sides vanish as \(R\to\infty\) because \(|a|<1\). On the upper side \(\cosh(u+i\pi)=-\cosh u\), and the path runs backwards. The two minus signs cancel, and this side contributes \(e^{i\pi a}J\). The enclosed pole is at \(u=i\pi/2\), where the derivative of \(\cosh u\) is \(\sinh(i\pi/2)=i\). Hence

\[
(1+e^{i\pi a})J=2\pi i\,\frac{e^{i\pi a/2}}{i}
\quad\Rightarrow\quad
J(a)=\frac{\pi}{\cos(\pi a/2)}=\pi\left(1+\frac{\pi^2a^2}{8}+\dots\right).
\]

Expanding \(e^{au}\) in the integrand and comparing powers of \(a\) gives \(\int du/\cosh u=\pi\) and \(\int u^2du/\cosh u=\pi^3/4\). Therefore

\[
\int K\,d\omega=1,\qquad \int K\omega\,d\omega=0,\qquad
\int K\omega^2d\omega=\frac{4T^2}{\pi}\,\frac{\pi^3}{4}=\pi^2T^2 .
\]

The standard deviation of the window is \(\pi T\). Half of the maximum is reached at \(\cosh u=2\), so the full width at half maximum is \(4T\,\mathrm{arccosh}\,2\approx5.27T\).

The weight outside \(|\omega|\le W\) will also be needed. Since \(-2\arctan e^{-u}\) has derivative \(1/\cosh u\),

\[
P(W)=\frac2\pi\int_{W/2T}^{\infty}\frac{du}{\cosh u}=\frac4\pi\arctan e^{-W/2T}.
\]

At the half-maximum points \(e^{-u}=2-\sqrt3=\tan(\pi/12)\), so \(P=1/3\). Two thirds of the weight lies between them.

### (b) The error

**Bound for a smooth spectrum.** Suppose that \(A\) is twice differentiable and \(|A''(\omega)|\le M\) for all \(\omega\). Taylor's theorem gives

\[
|A(\omega)-A(0)-A'(0)\omega|\le\tfrac12M\omega^2 .
\]

Multiply by \(K\) and integrate. The constant \(A(0)\) is reproduced because \(K\) has unit area, and the linear term vanishes because \(K\) is even. What remains is

\[
\boxed{|\tilde A-A(0)|\le\frac{\pi^2T^2}{2}M .}
\]

A slope at \(\omega=0\) does no harm by itself; curvature does. If \(A\) is held fixed while \(T\to0\), the window contracts to \(\omega=0\). For continuous \(A''\), the leading error is then \(\pi^2T^2A''(0)/2\): negative at a peak, positive at a dip. When \(|A''|\) is largest at \(\omega=0\), this reaches the bound in the limit, so the factor \(\pi^2/2\) cannot be lowered.

**Bound for a spectrum smooth only near zero.** Band edges can make \(A''\) diverge far from \(\omega=0\). Suppose that \(|A''|\le M_W\) is known only for \(|\omega|<W\). The previous argument bounds the inner part of the error by \(\pi^2T^2M_W/2\). The outer part is

\[
\int_{|\omega|>W}K(\omega)A(\omega)\,d\omega-A(0)P(W).
\]

The integral lies between 0 and \(K(W)\), because \(K\) decreases with \(|\omega|\) and \(A\) has unit total weight. A difference of two non-negative numbers is no larger in magnitude than the larger of them, so

\[
|\tilde A-A(0)|\le\frac{\pi^2T^2}{2}M_W+\max[K(W),\,A(0)P(W)].
\]

For \(W\gg T\) the second term falls as \(e^{-W/2T}\), with the prefactor \(1/(\pi T)\) in \(K(W)\) and \(4A(0)/\pi\) in \(A(0)P(W)\).

Both bounds rest on knowledge of the curvature, which the single number \(G(\beta/2)\) does not supply. A value of \(M\) or \(M_W\) can be taken from a model or from a physical argument about the narrowest feature near \(\omega=0\). In a finite cluster \(A\) is a sum of delta functions: \(\tilde A\) is still a well-defined average, but there is no smooth value \(A(0)\) for it to estimate.

### (c) Cases

**Resonant level.** The spectrum is

\[
A(\omega)=\frac{1}{\pi\Gamma}\frac{1}{1+x^2},\qquad x=\frac{\omega-\varepsilon}{\Gamma}.
\]

It does not depend on temperature, so any change of \(\tilde A\) with \(T\) comes from the window. Differentiating twice,

\[
A''(\omega)=\frac{1}{\pi\Gamma^3}\,\frac{6x^2-2}{(1+x^2)^3}.
\]

Since \(|6x^2-2|\le2(1+3x^2)\le2(1+x^2)^3\), the largest magnitude is \(M=2/(\pi\Gamma^3)\), reached at \(x=0\). At \(\omega=0\) we have \(x=-0.2\). The inputs are

\[
A(0)=\frac{1}{\pi(0.10)(1.04)}=3.061\ \mathrm{eV}^{-1},\qquad
M=\frac{2}{\pi(0.10)^3}=636.6\ \mathrm{eV}^{-3},
\]

\[
A''(0)=\frac{0.24-2}{\pi(0.10)^3(1.04)^3}=-498.0\ \mathrm{eV}^{-3}.
\]

The estimate can be computed from Matsubara data, without analytic continuation. Let \(\omega_n=(2n+1)\pi T\) and \(G(i\omega_n)=\int_0^\beta e^{i\omega_n\tau}G(\tau)\,d\tau\). Inserting the spectral form of \(G(\tau)\) and using \(e^{i\omega_n\beta}=-1\) gives

\[
G(i\omega_n)=\int d\omega\,\frac{A(\omega)}{i\omega_n-\omega},\qquad G(-i\omega_n)=G(i\omega_n)^* .
\]

The inverse series is \(G(\tau)=T\sum_ne^{-i\omega_n\tau}G(i\omega_n)\). At \(\tau=\beta/2\) the phase is \(e^{-i(n+1/2)\pi}=-i(-1)^n\). Adding the terms at \(\omega_n\) and \(-\omega_n\) gives \(2\,\mathrm{Re}[-i(-1)^nG(i\omega_n)]=2(-1)^n\,\mathrm{Im}\,G(i\omega_n)\), and hence

\[
\tilde A=-\frac2\pi\sum_{n=0}^{\infty}(-1)^n\,\mathrm{Im}\,G(i\omega_n).
\]

For the resonance and \(\omega_n>0\), close the frequency integral in the lower half-plane, where the only pole is at \(\omega=\varepsilon-i\Gamma\). The result is \(G(i\omega_n)=1/(i\omega_n-\varepsilon+i\Gamma)\), so

\[
\mathrm{Im}\,G(i\omega_n)=-\frac{\omega_n+\Gamma}{(\omega_n+\Gamma)^2+\varepsilon^2}.
\]

These terms fall off only as \(1/\omega_n\). The values below use 4000 terms, with the alternating tail accelerated by repeatedly averaging neighbouring partial sums.

At \(T=0.01\) eV, for example, the bound is \(\pi^2(0.01)^2(636.6)/2=0.314\) eV\(^{-1}\), and the leading error is \(-\pi^2(0.01)^2(498.0)/2=-0.246\) eV\(^{-1}\). The sum gives \(\tilde A=2.867\) eV\(^{-1}\), so the true error is \(2.867-3.061=-0.194\) eV\(^{-1}\).

In the table \(T\) is in eV and the next four columns are in eV\(^{-1}\). The last column is the error relative to \(A(0)\).

| \(T\) | \(\tilde A\) | Error | Leading | Bound | Relative |
|---|---|---|---|---|---|
| 0.0025 | 3.046 | −0.015 | −0.015 | 0.020 | −0.5% |
| 0.005 | 3.004 | −0.057 | −0.061 | 0.079 | −1.9% |
| 0.01 | 2.867 | −0.194 | −0.246 | 0.314 | −6.3% |
| 0.025 | 2.374 | −0.686 | −1.536 | 1.963 | −22.4% |

At the lowest temperature the leading term describes the error well. At 0.025 eV (290 K) it is more than twice too large. The standard deviation of the window, \(\pi T\approx0.079\) eV, is then comparable with \(\Gamma\). The parabola \(A(0)+A''(0)\omega^2/2\) becomes negative beyond \(|\omega|=\sqrt{2(3.061)/498.0}\approx0.11\) eV, whereas \(A\) stays positive. The window reaches into this region, so the parabola no longer represents the spectrum being averaged.

The fall of \(\tilde A\) from 3.046 to 2.374 eV\(^{-1}\) could be mistaken for a loss of spectral weight at the chemical potential. Here \(A\) has not changed at all. In an interacting system \(A\) generally depends on \(T\) too, and \(\tilde A\) estimates \(A(0)\) at the temperature of the calculation. A trend in \(\tilde A\) can then mix a change of the spectrum with a change of the window.

The bound also gives a safe temperature. For this resonance it equals \(\pi T^2/\Gamma^3\). Requiring it to be at most 5% of \(A(0)\) gives

\[
T\le\sqrt{\frac{0.05\,A(0)\,\Gamma^3}{\pi}}\approx0.00698\ \mathrm{eV}.
\]

At this temperature the actual error has magnitude 3.4% of \(A(0)\).

**Semicircular band.** Take

\[
A(\omega)=\frac{2}{\pi D^2}\sqrt{D^2-\omega^2},\qquad |\omega|\le D,
\]

with \(D=1\) eV and \(T=0.025\) eV. Two derivatives give \(A''=-(2/\pi)(D^2-\omega^2)^{-3/2}\), which diverges at the edges, so the first bound is useless. With \(W=0.5\) eV the curvature inside is at most \(M_W=(2/\pi)(0.75)^{-3/2}=0.980\) eV\(^{-3}\). The outer terms are \(K(W)=0.00058\) eV\(^{-1}\) and \(A(0)P(W)=0.00004\) eV\(^{-1}\). The local bound is therefore

\[
\frac{\pi^2(0.025)^2(0.980)}{2}+0.00058=0.0030+0.0006=0.0036\ \mathrm{eV}^{-1}.
\]

To evaluate \(\tilde A\), set \(\omega=D\sin\theta\) in \(\mathrm{Im}\,G(i\omega_n)=-\omega_n\int A(\omega)\,d\omega/(\omega_n^2+\omega^2)\). Write \(D^2\cos^2\theta=(D^2+\omega_n^2)-(\omega_n^2+D^2\sin^2\theta)\). The substitution \(t=\tan\theta\) gives

\[
\int_{-\pi/2}^{\pi/2}\frac{d\theta}{\omega_n^2+D^2\sin^2\theta}=\frac{\pi}{\omega_n\sqrt{\omega_n^2+D^2}},
\]

and therefore

\[
\mathrm{Im}\,G(i\omega_n)=-\frac{2}{D^2}\left(\sqrt{\omega_n^2+D^2}-\omega_n\right).
\]

The same accelerated sum yields \(\tilde A=0.6346\) eV\(^{-1}\), against \(A(0)=2/(\pi D)=0.6366\) eV\(^{-1}\). The error is \(-0.0020\) eV\(^{-1}\), or \(-0.3\%\) of \(A(0)\). The estimate works well because the band is smooth on the scale of \(T\) around \(\omega=0\).

**Gapped spectrum.** Let \(A\) be constant for \(\Delta<|\omega|<D\) and zero elsewhere. Unit weight fixes its height at \(h=1/[2(D-\Delta)]\), and

\[
\tilde A=h[P(\Delta)-P(D)],\qquad A(0)=0 .
\]

Keep \(D=1\) eV and \(T=0.025\) eV. For \(\Delta=0.01\) eV, \(h=0.505\) eV\(^{-1}\) and \(\tilde A=0.441\) eV\(^{-1}\). The estimate is 87% of the band height although the true value is zero: the gap is too narrow for the window to resolve. For \(\Delta=0.20\) eV, \(h=0.625\) eV\(^{-1}\) and \(\tilde A=0.015\) eV\(^{-1}\), which is about 2% of the band height.

For any spectrum that vanishes for \(|\omega|<\Delta\), all weight lies where \(K\le K(\Delta)\). Since \(1/\cosh y\le2e^{-y}\),

\[
\tilde A\le K(\Delta)\le\frac{1}{\pi T}e^{-\Delta/2T}.
\]

The limit \(K(\Delta)\) is reached when all weight sits at \(\pm\Delta\), as in a half-filled Hubbard atom with \(U=2\Delta\). At \(T=0.025\) eV it equals 1.69, 0.233 and 0.0043 eV\(^{-1}\) for \(\Delta/T=4\), 8 and 16, to be compared with 0.635 eV\(^{-1}\) for the gapless semicircular band above. A gap is thus sure to show as a small \(\tilde A\) only when \(e^{-\Delta/2T}\) outweighs the prefactor \(1/(\pi T)\). At \(\Delta=8T\) the value still depends strongly on how much weight lies near the gap edges: 0.015 eV\(^{-1}\) for the flat bands, 0.233 eV\(^{-1}\) for two sharp levels.

The opposite failure is a peak much narrower than \(T\). Because \(K(\omega)\le\beta/(2\pi)\), every spectrum of unit weight obeys \(\tilde A\le1/(2\pi T)\). A narrow peak of weight \(z\) at \(\omega=0\) contributes about \(z/(2\pi T)\), however tall it is. In that regime the peak's contribution to \(\tilde A\) measures its weight and not its height; any other spectral weight inside the window adds to it.
